# Melting current of confined and mushroom phase-change cells: why length matters

## Definitions and scope

A phase-change memory cell is reset by melting part of the phase-change material (PCM) and cooling it fast enough to leave it amorphous. Two shapes are compared here. In the mushroom cell, current enters a wide PCM layer through a small disk of radius $a$ and spreads out. In the confined cell, the PCM is a column of the same radius $a$ and of length $L$, with a contact at each end.

Both cells have the same PCM, with resistivity $\rho$ and thermal conductivity $\kappa$ held constant. In a real material both vary with temperature. For the bare cells, the product $\rho\kappa\,\Delta T$ in the melting voltage below is then replaced by $\int\rho\kappa\,dT$ from the contact temperature to the melting point, and the ratio of the two currents is unchanged. Values for the hot state alone can overstate the currents: by 22 % for constant $\rho$ and $\kappa$ proportional to absolute temperature between 300 and 900 K, and by more if $\rho$ rises on cooling. $T$ denotes the temperature rise above the cold contacts, and melting starts at $T=\Delta T$. The pulse is long enough for a steady state. Latent heat, thermoelectric effects and boundary resistances are left out.

In the bare cells, the contacts are ideal: each is at one potential and at $T=0$. The other walls pass neither current nor heat. The mushroom layer is treated as a half-space, grounded and cold far away. A resistive heater and a leaking side wall are added later.

Three quantities describe a cell: its electrical resistance $R$; its end-to-end thermal resistance $W$, in kelvin per watt; and

$$\Theta=\frac{T_{\rm peak}}{P},$$

the peak PCM temperature rise per watt of total Joule heat $P$. Temperature is linear in the heat sources, so $\Theta$ is the temperature rise at the hot spot per watt released at a source point, averaged over all source points with the local heating as weight. It measures how well heat generation and thermal resistance overlap. With $P=I^2R$, the melting current is

$$I_m=\sqrt{\frac{\Delta T}{R\,\Theta}} .$$

Does the confined cell win because this overlap is better? For bare cells with insulated side walls, the answer depends on the measure. In kelvin per watt, as given by $\Theta$, the overlap is better once the column is long enough. Relative to the end-to-end resistance, as given by $\Theta/W$, it is the same in both cells.

## The melting voltage does not depend on shape

Let the potential $\phi$ be $V$ on one contact and $0$ on the other. Charge conservation and steady heat flow require

$$\nabla^2\phi=0,\qquad \kappa\nabla^2T+\frac{|\nabla\phi|^2}{\rho}=0 .$$

The solution for $T$ is

$$T=\frac{\phi\,(V-\phi)}{2\rho\kappa}.$$

To see this, take the gradient, $\nabla T=(V-2\phi)\nabla\phi/(2\rho\kappa)$, and then the divergence:

$$\nabla^2T=\frac{(V-2\phi)\nabla^2\phi-2|\nabla\phi|^2}{2\rho\kappa}=-\frac{|\nabla\phi|^2}{\rho\kappa}.$$

This is the heat equation. The expression vanishes at both contacts. On a wall that passes no current, the normal derivative of $\phi$ is zero, so that of $T$ is zero too. No second solution exists: the difference $u$ of two solutions would obey $\nabla^2u=0$ with $u=0$ on the contacts and no flux through the walls, so $\int|\nabla u|^2\,dV=0$ and $u=0$.

The product $\phi(V-\phi)$ is largest at $\phi=V/2$, where it equals $V^2/4$. Hence

$$T_{\rm peak}=\frac{V^2}{8\rho\kappa},\qquad V_m=\sqrt{8\rho\kappa\,\Delta T},\qquad I_m=\frac{V_m}{R}.$$

Both bare cells melt at the same voltage. The cell with the higher resistance melts at the lower current and, since $P=V_m^2/R$, at the lower power.

## Resistance of the two shapes

The column carries a uniform current density through area $\pi a^2$, so

$$R_c=\frac{\rho L}{\pi a^2}.$$

For the mushroom, use oblate spheroidal coordinates, with height $z=a\zeta\xi$ and distance from the axis $r=a\sqrt{(1+\zeta^2)(1-\xi^2)}$, where $\zeta\ge0$ and $0\le\xi\le1$. The disk is $\zeta=0$; the insulating plane around it is $\xi=0$. The scale factors are

$$h_\zeta=a\sqrt{\frac{\zeta^2+\xi^2}{1+\zeta^2}},\quad h_\xi=a\sqrt{\frac{\zeta^2+\xi^2}{1-\xi^2}},\quad h_\varphi=r .$$

They combine to $h_\xi h_\varphi/h_\zeta=a(1+\zeta^2)$, which does not contain $\xi$. A potential depending on $\zeta$ alone therefore satisfies Laplace's equation if

$$\frac{d}{d\zeta}\left[(1+\zeta^2)\frac{d\phi}{d\zeta}\right]=0 .$$

Such a potential also has no normal derivative on the plane $\xi=0$, as required. Integrating twice, with $\phi=V$ on the disk and $\phi\to0$ far away, gives

$$\phi=V\left(1-\frac{2}{\pi}\arctan\zeta\right),\qquad (1+\zeta^2)\frac{d\phi}{d\zeta}=-\frac{2V}{\pi}.$$

The current through a surface of constant $\zeta$ is the current density $-(1/\rho h_\zeta)\,d\phi/d\zeta$ times the area element $h_\xi h_\varphi\,d\xi\,d\varphi$, integrated:

$$I=\frac{1}{\rho}\int_0^{2\pi}\!d\varphi\int_0^1\!d\xi\;a\,\frac{2V}{\pi}=\frac{4aV}{\rho},\qquad R_s=\frac{\rho}{4a}.$$

The ratio of melting currents follows:

$$\frac{I_c}{I_s}=\frac{R_s}{R_c}=\frac{\pi a}{4L}.$$

The mushroom behaves like a column of length $\pi a/4$. A confined cell longer than this melts at lower current; a shorter one needs more. This crossover assumes a PCM layer much thicker than $a$. In a thinner layer, the top electrode lowers the mushroom's resistance, and the crossover length is shorter. A column as long as the layer is thick always has the higher resistance, because it is that layer with all PCM outside the radius $a$ removed.

Reset also requires the melt to cut every current path. In both bare cells it does so as soon as it appears, because it appears on the whole surface $\phi=V/2$. In the column this is the middle cross-section. In the mushroom it is $\zeta=1$, a half-spheroid of height $a$ and base radius $\sqrt2\,a$ that covers the contact.

A blocking layer of finite thickness needs some excess current. If $\rho$ and $\kappa$ keep their values on melting, the condition $T\ge\Delta T$ reads $4(\phi/V)(1-\phi/V)\ge(I_m/I)^2$. Since $4x(1-x)=1-(1-2x)^2$, the molten region spans a fraction $\sqrt{1-(I_m/I)^2}$ of the voltage drop in either cell. The relative overdrive for a given fraction is therefore the same.

## What "better overlap" means

The electrical and thermal conduction problems have the same geometry. If $1/R=C/\rho$, with $C$ a length set by the shape, then $1/W=\kappa C$, and so $W=R/(\rho\kappa)$. Dividing the peak temperature by the power gives

$$\Theta=\frac{V^2/(8\rho\kappa)}{V^2/R}=\frac{R}{8\rho\kappa}=\frac{W}{8}.$$

The normalized overlap $\Theta/W$ is $1/8$ in both bare cells. The intense heating near the mushroom contact is not misplaced relative to the thermal resistance, because the same constriction produces both. The column gains because it has more of both. $R$ and $\Theta$ rise by the same factor, their product rises as its square, and $I_m$ falls as the inverse of the factor.

The same point can be made without assuming that the disk is cold. Suppose only that it is at one potential and one temperature. Then $T$ can be written as a function of $\phi$ in either shape. Because $\nabla^2\phi=0$, we have $\nabla^2T=(d^2T/d\phi^2)|\nabla\phi|^2$, and the heat equation becomes $d^2T/d\phi^2=-1/(\rho\kappa)$. Let $y$ be the thermal resistance between the contact and a given equipotential. The electrical resistance up to that surface is $\rho\kappa y$, so $d\phi=-I\rho\kappa\,dy$ and

$$\frac{d^2T}{dy^2}=-I^2\rho\kappa .$$

Spreading region and column obey one equation. They differ in the position of the cold end, which is $W_s=1/(4\kappa a)$ for the mushroom and $W_c=L/(\kappa\pi a^2)$ for the column.

Now place the same structure beneath both cells and pass the same current. Let $L>\pi a/4$, so that $W_c>W_s$, and let $u$ be the column temperature minus the mushroom temperature at equal $y$. Up to $y=W_s$ the heat sources are identical and cancel, so $u$ is linear in thermal resistance, starting from zero at the cold base. At $y=W_s$ the mushroom is cold while the column is still warm, so $u>0$ there. A linear function that starts at zero and ends positive is positive in between. The column is hotter throughout, and its melting current is lower. The crossover length $\pi a/4$ thus survives the addition of a common heater, within the model of a uniform contact.

## How large: bare cells

Take round model parameters: $a=20$ nm, $L=60$ nm, $\rho=10\ \mu\Omega\,$m, $\kappa=0.5$ W/(m K) and $\Delta T=600$ K. These values illustrate the formulas and are not data for a particular material. At this resistivity, the Wiedemann-Franz law suggests that electrons alone carry roughly 1.3 to 2.2 W/(m K) near 900 K, depending on the Lorenz number. A larger $\kappa$ raises the melting voltage and both bare-cell currents as $\sqrt\kappa$, but leaves the ratio of the currents unchanged. In the heater example below, $\kappa$ between 1.5 and 2.2 W/(m K) would give a current ratio of about 0.57 instead of 0.51, within the model of a uniform contact.

The common melting voltage is

$$V_m=\sqrt{8(10^{-5})(0.5)(600)}\ \text{V}=0.155\ \text{V}.$$

The resistances are $R_s=10^{-5}/(4\times20\times10^{-9})=125\ \Omega$ and $R_c=10^{-5}(60\times10^{-9})/[\pi(20\times10^{-9})^2]=477\ \Omega$. Dividing the voltage by each gives:

| | Mushroom | Confined |
|---|---:|---:|
| Melting current (mA) | 1.24 | 0.324 |
| Power (µW) | 192 | 50.3 |
| $\Theta$ (K/µW) | 3.13 | 11.9 |
| $W$ (K/µW) | 25.0 | 95.5 |

The confined cell needs 0.26 of the mushroom current. The crossover length is 15.7 nm, and a column only 10 nm long would need 1.95 mA, more than the mushroom.

Equal contact radius is part of the comparison. A mushroom with contact radius $a'$ matches the column when $4a'=\pi a^2/L$, which here gives $a'=0.262\times20=5.2$ nm. If lithography can make such a contact, the mushroom reaches the same current in this model. The column's benefit is that it reaches that current with a radius of 20 nm.

## With a heater below the PCM

A bare mushroom has an ideally cold contact, which is hard on it. A resistive heater below the PCM warms the contact. Put the same heater, with electrical resistance $R_1$ and thermal resistance $W_1$, under both PCM shapes, whose values are $R_2$ and $W_2$. The heater base is cold, and the contact is at a uniform rise $T_i$.

In the PCM let $s=y/W_2$, and let $P_2=I^2R_2$ be its heat. The solution of the one-dimensional equation with $T=T_i$ at $s=0$ and $T=0$ at $s=1$ is

$$T=T_i(1-s)+Q\,s(1-s),\qquad Q=\frac{P_2W_2}{2}.$$

Its second derivative in $y$ is $-2Q/W_2^2=-P_2/W_2$, which equals $-I^2\rho\kappa$ as needed. The heat flowing from the contact into the PCM is

$$-\frac{dT}{dy}\bigg|_{s=0}=\frac{T_i-Q}{W_2}=\frac{T_i}{W_2}-\frac{P_2}{2}.$$

By the same calculation, the heat flowing from the contact into the heater is $T_i/W_1-P_1/2$, with $P_1=I^2R_1$. No heat is stored at the contact, so the two flows add to zero:

$$T_i=\frac{I^2(R_1+R_2)}{2}\,\frac{W_1W_2}{W_1+W_2}.$$

The PCM must melt, so the relevant peak is the one in the PCM. Setting $dT/ds=-T_i+Q(1-2s)=0$ gives $s=(Q-T_i)/(2Q)$. If $T_i\ge Q$, this point is not inside the PCM, and the PCM is hottest at the contact. If $T_i<Q$, then $1-s=(Q+T_i)/(2Q)$ and $T_i+Qs=(Q+T_i)/2$. Since $T=(1-s)(T_i+Qs)$,

$$T_{\rm peak}=\frac{(Q+T_i)^2}{4Q}.$$

Let the heater be 60 nm long with radius $a$, resistivity $10\ \mu\Omega\,$m and conductivity 5 W/(m K). Then $R_1=477\ \Omega$ and $W_1=9.55$ K/µW.

For the mushroom, $W_1$ and $W_2$ in parallel give 6.91 K/µW, so $T_i/I^2=\tfrac12(602)(6.91\times10^6)=2.08\times10^9$ K/A². This exceeds $Q/I^2=\tfrac12(125)(25.0\times10^6)=1.56\times10^9$ K/A², and melting starts at the contact. The current is $\sqrt{600/(2.08\times10^9)}$ A $=0.537$ mA.

For the column, the same steps give $T_i/I^2=4.15\times10^9$ and $Q/I^2=22.8\times10^9$ K/A². The peak is now inside the PCM, with $T_{\rm peak}/I^2=7.96\times10^9$ K/A², and the current is 0.275 mA. When melting begins, the contact has risen by only 312 K.

The current ratio is 0.51, against 0.26 for the bare cells. The heater helps the mushroom more: it lowers the mushroom's current by a factor of 2.3 and the column's by a factor of 1.2. Of the total heat, 21 % is released in the mushroom's PCM, against 50 % in the confined cell. Power falls from 174 to 72 µW.

The two causes can be separated. The product $R\Theta$ uses the total resistance, which rises from 602 to 955 Ω, a factor of 1.6. $\Theta$ rises from 3.46 to 8.34 K/µW, a factor of 2.4. The square root of their product is the current advantage, a factor of about 2. The normalized overlap, however, is $3.46/34.6=0.10$ for the mushroom and $8.34/105=0.08$ for the confined cell. By that measure the confined cell is somewhat worse here, and it still wins. With a different heater the order can reverse.

A uniform contact is an approximation for the mushroom, since current crowds at the rim. A finite-volume solution of the axisymmetric heater and PCM, without that assumption, puts first melting at 0.531 mA and melting at the contact rim near 0.535 mA; the rim value shifts by about 0.003 mA with the mesh at the corner. The approximation costs about 1 % in current here.

The advantage can disappear. If, for both shapes, $R_1\gg R_2$, $W_1\ll W_2$ and $R_1W_1\ge R_2W_2$, the PCM is hottest at the contact and $T_i\approx I^2R_1W_1/2$. The PCM shape has dropped out, and the currents become equal. Such a cell is governed by its heater. For a uniform heater, $R_1/W_1$ is its product of resistivity and thermal conductivity, so this limit needs that product to exceed $\rho\kappa$ by orders of magnitude. In the example the factor is 10; raising $R_1$ a hundredfold and cutting $W_1$ fivefold, a factor of 5000, gives a current ratio of 0.97.

## Side leakage limits the column

A column has a large side wall. Let it lose heat $gT_{\rm rim}$ per unit length, where $T_{\rm rim}$ is the rise at its surface. For a jacket of conductivity $\kappa_d$ that is cold at radius $b$, integrating the radial heat flow $-2\pi r\kappa_d\,dT/dr$ from $a$ to $b$ gives $g=2\pi\kappa_d/\ln(b/a)$, if heat flow along the jacket is neglected.

The Joule heat per unit length is $q=I^2\rho/(\pi a^2)$. Far from the ends of a long column, all of it leaves through the side, so $T_{\rm rim}=q/g$. Inside, radial conduction gives $dT/dr=-qr/(2\pi a^2\kappa)$, and hence

$$T_\infty(r)=\frac{q}{g}+\frac{q}{4\pi\kappa}\left(1-\frac{r^2}{a^2}\right).$$

A finite column with cold ends cannot be hotter than this. The difference $u=T_\infty-T$ satisfies Laplace's equation and is positive at the ends. If it were negative anywhere, its minimum would lie on the side wall, where $u$ could not increase outward. But the wall condition $2\pi a\kappa\,\partial u/\partial r=-gu$ would make it increase outward there, a contradiction.

To block the current, the melt must reach the rim, so $q/g\ge\Delta T$ is necessary. This sets a floor on the current at any length:

$$I_\infty=\sqrt{\frac{g\pi a^2\Delta T}{\rho}} .$$

The bare mushroom has $I_s^2=8\rho\kappa\Delta T\,(4a/\rho)^2=128\,\kappa a^2\Delta T/\rho$. The floor lies above this when

$$g>\frac{128\,\kappa}{\pi},$$

which is 20.4 W/(m K) here. Beyond that leak, no column of this radius beats the bare mushroom. The comparison favours the mushroom, whose own losses into the surrounding dielectric are ignored. These can be large: an oxide below the plane around a cold contact can more than double the mushroom's blocking current. The threshold is therefore a statement about the ideal mushroom, not a design limit for real cells.

For $g=4$ W/(m K), a finite-volume solution of the 60 nm column without a heater gives a blocking current of 0.632 mA. This is nearly twice the 0.324 mA of the insulated column, but still half the current of the bare mushroom. The floor is 0.549 mA, and a 600 nm column has essentially reached it. Tenfold length buys 13 % less current at a much higher voltage. The axis also runs hotter than the rim: in a long column the extra rise is $g/(4\pi\kappa)=0.64$ of the rim value.

These currents hold for a leak that acts locally, with $g$ given. A real jacket also carries heat along itself toward the cold ends. If it is not thin compared with the column length, a short column needs more current than this estimate. For $\kappa_d=1.4$ W/(m K), close to silica, $g=4$ W/(m K) means $b\approx9a$, three times the column length, and the 60 nm column then needs about 0.8 mA if the jacket ends are insulated and 1.0 mA if they are cold. The value near 0.63 mA is approached only by a thin jacket of low conductivity, such as $\kappa_d=0.2$ W/(m K) with $b=1.4a$.

## What to do about it

- **Check the length first.** With an insulated side wall, confinement at fixed contact radius pays when $L$ exceeds $\pi a/4$. Below that, the column is a worse constriction than the spreading region in a thick PCM layer; for a thin layer, the crossover length is shorter.
- **Shrink the radius if possible.** At fixed $L$, the insulated column's current falls as $a^2$; the bare mushroom's falls as $a$.
- **Without a heater, compare the target current with $I_\infty$.** Well above that floor, a longer column still lowers the current. Near it, a longer column mainly adds voltage, and better side insulation helps more, because a lower $g$ moves the floor itself. With a heater, $I_\infty$ is no longer a strict floor, because a hot contact can warm the nearby rim above $q/g$.
- **Include the heater when predicting the gain.** In the example it halves the advantage, from a factor of 3.8 to 2.0. Calculate $R\Theta$ for the complete cell; if the side wall leaks, use the highest rim temperature in place of the peak.
- **Judge melting at the rim.** A hot axis with a solid rim leaves a conducting path, and the cell is not fully reset.
